# When the Carrier Density Peaks in a Haynes–Shockley Experiment

## Problem

A long uniform semiconductor bar lies along $x$. At $t=0$ a thin sheet of $N$ minority carriers per unit area is injected at $x=0$. A uniform field of magnitude $E$ makes them drift towards positive $x$ at speed $v=\mu E$, where $\mu$ is their mobility, and they diffuse with coefficient $D$. A detector at $x=L>0$ records the excess density $n(L,t)$ without disturbing it. Recombination and trapping are absent, and the injection is weak enough for $v$ and $D$ to be constant.

(a) Find $n(x,t)$.

(b) Find the time $t_p$ at which $n(L,t)$ is greatest, and show that there is one maximum.

(c) Show that diffusion makes $t_p$ earlier than $L/v$, and explain why.

(d) Express the result through the voltage $V=EL$ between injector and detector. Examine the limits of weak and strong diffusion, and find how to correct a mobility obtained by setting $t_p=L/v$.

(e) Is the mean time of the detector signal also earlier than $L/v$?

(f) Evaluate the results for holes in n-type germanium at $T=300$ K, with $\mu=1900$ cm²/Vs (a rough typical value), $E=2$ V/cm and $L=0.2$ cm. Estimate the effects left out.

## Solution

### (a) The travelling pulse

The particle flux has a drift part and a diffusion part, $J=vn-D\,\partial n/\partial x$. The minus sign sends diffusing carriers towards lower density. With no recombination, carriers are conserved, $\partial n/\partial t=-\partial J/\partial x$, so

$$\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-v\frac{\partial n}{\partial x}. \tag{1}$$

Let $\xi=x-vt$ be the position relative to a point moving at the drift speed, and write $n(x,t)=g(\xi,t)$. The chain rule gives

$$\frac{\partial n}{\partial t}=\frac{\partial g}{\partial t}-v\frac{\partial g}{\partial \xi},\qquad \frac{\partial n}{\partial x}=\frac{\partial g}{\partial \xi}.$$

The drift terms cancel in (1), leaving $\partial g/\partial t=D\,\partial^2g/\partial\xi^2$. The spreading Gaussian

$$g=\frac{N}{\sqrt{4\pi Dt}}\,e^{-\xi^2/(4Dt)}$$

satisfies this equation, because differentiation gives

$$\frac1g\frac{\partial g}{\partial t}=-\frac1{2t}+\frac{\xi^2}{4Dt^2},\qquad
\frac1g\frac{\partial^2g}{\partial\xi^2}=\frac{\xi^2}{4D^2t^2}-\frac1{2Dt},$$

and $D$ times the second expression equals the first. Its integral over $\xi$ is $N$, and its standard deviation $\sqrt{2Dt}$ vanishes as $t\to0$, as the injected sheet requires. Therefore

$$n(x,t)=\frac{N}{\sqrt{4\pi Dt}}\exp\left[-\frac{(x-vt)^2}{4Dt}\right]. \tag{2}$$

At any fixed time the density is greatest at $x=vt$. The question here is different: the position is fixed and the time varies.

### (b) The maximum at the detector

The logarithm of a positive function has its maximum at the same place as the function. At $x=L$,

$$\ln n=\text{constant}-\tfrac12\ln t-\frac{(L-vt)^2}{4Dt}.$$

Time appears in the prefactor, in the position of the pulse centre and in the width. The derivative of the last term is

$$\frac{2v(L-vt)}{4Dt}+\frac{(L-vt)^2}{4Dt^2}
=\frac{(L-vt)(2vt+L-vt)}{4Dt^2}
=\frac{L^2-v^2t^2}{4Dt^2}.$$

Adding $-1/(2t)=-2Dt/(4Dt^2)$ from the prefactor gives

$$\frac{\partial\ln n}{\partial t}=\frac{L^2-2Dt-v^2t^2}{4Dt^2}. \tag{3}$$

The denominator is positive. The numerator starts at $L^2>0$, decreases steadily for $t>0$ and eventually becomes negative, so it crosses zero once. The density rises before that moment and falls after it: there is one maximum. Its time is the positive root of $v^2t^2+2Dt-L^2=0$,

$$t_p=\frac{\sqrt{D^2+v^2L^2}-D}{v^2}. \tag{4}$$

The other root is negative and precedes the injection. Multiplying numerator and denominator by $\sqrt{D^2+v^2L^2}+D$ turns the numerator into $v^2L^2$, so that

$$t_p=\frac{L^2}{D+\sqrt{D^2+v^2L^2}}. \tag{5}$$

### (c) Why the peak is early

For $D>0$ the square root in (5) exceeds $vL$, so the denominator exceeds $vL$ and

$$t_p<\frac{L^2}{vL}=\frac Lv.$$

With $L$ and $v$ held fixed, the denominator grows with $D$, so stronger diffusion makes the peak earlier still.

The reason is visible in (1) at the instant $t=L/v$. The pulse centre is then at the detector, so $\partial n/\partial x=0$ and drift does not change the local density to first order in time. The curvature $\partial^2n/\partial x^2$ is negative at the centre, so diffusion is lowering the density. From (3),

$$\left.\frac{\partial\ln n}{\partial t}\right|_{t=L/v}
=\frac{-2Dt}{4Dt^2}=-\frac1{2t}=-\frac{v}{2L}<0.$$

A signal that is already falling has passed its single maximum.

The calculation in (b) also separates the two influences. The exponential factor alone has slope $(L^2-v^2t^2)/(4Dt^2)$, which vanishes at $t=L/v$. The whole shift therefore comes from the prefactor $t^{-1/2}$, the falling height of the spreading pulse. Shortly before the centre arrives, the detector sits a little off centre on a taller pulse, and the gain in height outweighs the loss from being off centre.

### (d) Voltage, limits and the mobility correction

Define $\varepsilon=D/(vL)$. Dividing (4) by $L/v$ gives

$$\frac{t_p}{L/v}=\sqrt{1+\varepsilon^2}-\varepsilon. \tag{6}$$

The mobility drops out of $\varepsilon$ through the Einstein relation. To derive it for positive carriers, consider equilibrium in an electrostatic potential $\phi(x)$, with field $\mathcal E=-d\phi/dx$. If the carriers are nondegenerate, their density is $p\propto e^{-e\phi/kT}$, and hence $dp/dx=(e\mathcal E/kT)\,p$. The equilibrium flux vanishes:

$$0=\mu p\,\mathcal E-D\frac{dp}{dx}=\left(\mu-\frac{eD}{kT}\right)p\,\mathcal E
\quad\Rightarrow\quad D=\frac{\mu kT}{e}.$$

Thus

$$\varepsilon=\frac{\mu kT/e}{\mu E L}=\frac{kT}{eV}. \tag{7}$$

The fractional shift depends on the thermal voltage compared with the voltage across the drift path.

**Weak diffusion, $\varepsilon\ll1$.** Using $\sqrt{1+\varepsilon^2}\approx1+\varepsilon^2/2$,

$$t_p\approx\frac Lv-\frac{D}{v^2}+\frac{D^2}{2v^3L}. \tag{8}$$

The error of this series, relative to $L/v$, is

$$1+\frac{\varepsilon^2}{2}-\sqrt{1+\varepsilon^2}
=\frac{\varepsilon^4/4}{1+\varepsilon^2/2+\sqrt{1+\varepsilon^2}}<\frac{\varepsilon^4}{8}.$$

The leading shift $D/v^2$ does not depend on $L$. If peak times are measured at two distances in the same field, it cancels from their difference, and the remaining correction is of second order in $D$.

**Vanishing drift, $\varepsilon\to\infty$.** Setting $v=0$ in (5) gives $t_p=L^2/(2D)$. The peak time stays finite although $L/v$ diverges, because diffusion alone carries particles to the detector.

**Mobility.** Setting $t_p=L/v$ gives an apparent mobility $\mu_a=L/(Et_p)$. From (6), and since $(\sqrt{1+\varepsilon^2}-\varepsilon)(\sqrt{1+\varepsilon^2}+\varepsilon)=1$,

$$\mu_a=\frac{\mu}{\sqrt{1+\varepsilon^2}-\varepsilon}=\mu\left(\sqrt{1+\varepsilon^2}+\varepsilon\right).$$

The apparent value is too high. The correction is

$$\mu=\mu_a\left(\sqrt{1+\varepsilon^2}-\varepsilon\right),\qquad \varepsilon=\frac{kT}{eV}, \tag{9}$$

and needs the temperature and voltage, but no separate measurement of $D$. To keep the fractional error near 1 % at 300 K, $V$ must be about $100\,kT/e$, or 2.6 V, within this model.

### (e) The mean time is late

Define $M_0(x)=\int_0^\infty n\,dt$ and $M_1(x)=\int_0^\infty t\,n\,dt$. The mean time of the signal is $M_1(L)/M_0(L)$. Both integrals follow from (1).

Integrate (1) over time. The density vanishes at late times and starts as a sheet at the origin, so

$$DM_0''-vM_0'=-N\delta(x).$$

Away from the origin the solutions are a constant and $e^{vx/D}$. For $x<0$ the constant is excluded, since $M_0\to0$ far upstream. For $x>0$ the exponential is excluded: a carrier that reaches $x$ continues as if released there, so $M_0(x)$ cannot exceed $M_0(0)$. Continuity gives $M_0=C$ downstream and $M_0=Ce^{vx/D}$ upstream. Integrating across the origin, $D(0-Cv/D)=-N$, so $C=N/v$.

Now multiply (1) by $t$ and integrate. By parts, $\int_0^\infty t\,(\partial n/\partial t)\,dt=-M_0$, hence

$$DM_1''-vM_1'=-M_0,$$

with no source at the origin, so $M_1$ and $M_1'$ are continuous there. Downstream, $M_1=Nx/v^2+B$. A growing exponential is again excluded, because the mean time to reach $x$ for the first time is proportional to $x$: equal intervals take equal mean times. Upstream, try $M_1=(B+cx)e^{vx/D}$. Substitution leaves $vc\,e^{vx/D}=-(N/v)e^{vx/D}$, so $c=-N/v^2$. Matching the slopes at $x=0$,

$$\frac N{v^2}=\frac{Bv}{D}-\frac N{v^2}\quad\Rightarrow\quad B=\frac{2ND}{v^3}.$$

The mean time is therefore

$$\langle t\rangle=\frac{M_1(L)}{M_0(L)}=\frac Lv+\frac{2D}{v^2}. \tag{10}$$

It is later than $L/v$, while the peak is earlier. The exponential in (2) has the same value at $t=sL/v$ and at $t=L/(sv)$, for example at twice and at half the drift time. The signal therefore stretches further after $L/v$ than before it. In the mean this outweighs the falling prefactor, which alone shifts the maximum. "Diffusion makes the arrival earlier" is thus a statement about the peak.

The measured quantity matters too. From (2), the flux at the detector is

$$J=vn+\frac{L-vt}{2t}\,n=\frac{L+vt}{2t}\,n.$$

The logarithmic slope of the factor multiplying $n$ is $v/(L+vt)-1/t=-L/[t(L+vt)]$, which is negative. At $t_p$ the flux is already falling, so a detector that responds to flux does not peak at $t_p$.

### (f) Holes in germanium

The thermal voltage is $kT/e=0.02585$ V, so

$$D=1900\times0.02585\approx49.1\ \text{cm}^2/\text{s},\qquad v=1900\times2=3800\ \text{cm/s}.$$

The drift time is $L/v=0.2/3800$ s $=52.63$ µs. With $V=2\times0.2=0.40$ V, $\varepsilon=0.02585/0.40=0.0646$, and (6) gives

$$t_p=52.63\,\left(\sqrt{1+0.0646^2}-0.0646\right)\ \text{µs}=49.34\ \text{µs}.$$

The peak is 3.29 µs early, or 6.25 % of $L/v$. The series (8) gives the same shift as $3.40-0.11=3.29$ µs. At the peak the pulse centre is at 0.1875 cm, still 0.0125 cm upstream of the detector. When it arrives, the signal is falling at a fractional rate of 0.0095 per µs, which is $1/(2\times52.63\ \text{µs})$.

Equation (1) was also solved on a lattice, without using the Gaussian, for a 1 cm bar with absorbing ends and injection at its middle. Lattice spacings of 0.002 and 0.001 cm, extrapolated to zero spacing, give a peak at 49.340 µs, in agreement with (4).

The signal reaches half its maximum at 32.5 µs and falls back to half at 75.2 µs. The falling side is longer, 25.9 µs against 16.9 µs, and the full width is 42.7 µs. The shift is about 8 % of this width, so the top of a broad signal must be located well for the correction to matter. The mean time is $52.63+6.80=59.43$ µs, on the other side of $L/v$.

Setting $t_p=L/v$ would give a mobility of 2027 cm²/Vs, 6.7 % above the value put in. Equation (9) restores 1900 cm²/Vs.

**What the model omits.** The following estimates use rough material values and change one thing at a time.

*Recombination.* A lifetime $\tau$ multiplies (2) by $e^{-t/\tau}$ and adds $-1/\tau$ to (3). The numerator becomes $L^2-2Dt-(v^2+4D/\tau)t^2$, so $v^2$ in (4) is replaced by $a=v^2+4D/\tau$. The numerator is smaller at every $t>0$, and the peak moves earlier. For $\tau=1000$ µs the change is $-0.31$ µs.

*Injection time.* For a rectangular injection lasting 2 µs, the peak measured from the middle of the injection moves by $+0.01$ µs. Timing from its start would add a further 1 µs.

*Injection level.* At fixed current, excess holes raise the conductivity and weaken the local field. For donor density $n_0$ and excess density $n$, neutrality gives $n_0+n$ electrons, so the conductivity rises by the factor $1+rn/n_0$, with $r=1+\mu/\mu_n$ and $\mu_n$ the electron mobility. The drift flux becomes $vn/(1+rn/n_0)$, and its derivative with respect to $n$, the speed at which a small density change travels, is $v/(1+rn/n_0)^2$. With $n_0=10^{15}$ cm⁻³, $\mu_n=3900$ cm²/Vs and $N=2\times10^{10}$ cm⁻², the peak density at the detector is $1.1\times10^{11}$ cm⁻³. With the density at the pulse centre, averaged over the drift time, this speed would give a delay of about 0.035 µs. The peak is delayed by only about half as much: the slower centre makes the pulse lean backwards, and diffusion then moves the maximum forward, towards the gentler side. The value 0.035 µs is therefore an overestimate. Thermal holes, at $4\times10^{11}$ cm⁻³, reduce the drift speed similarly and add about 0.03 µs.

*Temperature.* If the mobility varies as $T^{-2.3}$, a bar 1 K warmer in the same field peaks 0.37 µs later. Joule heating during a 200 µs field pulse is only about $3\times10^{-4}$ K, for a heat capacity of 1.7 J/(cm³ K). A field left on continuously could heat the bar much more.

*Geometry.* Equations (2) to (9) need an injection that is uniform over the cross-section. A point contact or small light spot also spreads sideways, and this lowers the density near the surface further. In a thick bar, with the detector on the line of drift through the source, the prefactor becomes $t^{-3/2}$, the numerator of (3) becomes $L^2-6Dt-v^2t^2$, and the peak comes at 43.4 µs. Correction (9) then leaves the mobility about 14 % too high. In a bar of thickness $w$ with reflecting walls, the sideways unevenness decays over the time $w^2/(\pi^2D)$, which must be short compared with $L/v$. With source and detector at the middle of one face of a square bar, side 0.05 cm gives 49.33 µs, as for the sheet. Side 0.1 cm gives 46.9 µs and a corrected mobility about 5 % too high.

*Remaining assumptions.* The drift speed is about $6\times10^{-4}$ of a saturation speed of $6\times10^6$ cm/s, so constant mobility is reasonable. Charge imbalance relaxes in about 2 ps, far faster than the drift, which supports neutrality. A Fermi-integral evaluation of $eD/(\mu kT)$ at the injected peak density differs from one by $-2\times10^{-7}$. That is the size of the error of its finite-difference step, $10^{-3}$ in reduced Fermi level, namely $-(10^{-3})^2/6$; no degeneracy effect is resolved.

**Comparison with a real bar.** The mobility and doping are roughly those of lightly doped germanium. The voltage is deliberately low, to make the shift visible; a higher one reduces it according to (7), provided heating and field-dependent mobility remain small. The absence of recombination is an assumption that can fail in a real bar, since poor surfaces can shorten the effective lifetime far below 1000 µs. For $\tau=100$ µs,

$$a=3800^2+\frac{4\times49.12}{10^{-4}}\approx1.640\times10^7\ \text{cm}^2/\text{s}^2,$$

$$t_p=\frac{\sqrt{49.12^2+0.04\,a}-49.12}{a}\approx46.5\ \text{µs}.$$

This is 2.9 µs earlier than without recombination, nearly as large as the diffusion shift itself. Correction (9) would then leave the mobility about 6 % too high, and the lifetime would have to be measured and included.

## Calculated quantities

```
INPUTS (germanium values rough)
temperature: 300 K
hole mobility: 1900 cm2/Vs
field: 2.0 V/cm
injector-detector distance: 0.2 cm
MAIN RESULTS
thermal voltage kT/e: 0.02585 V
voltage over distance: 0.40 V
diffusion coefficient: 49.12 cm2/s
drift speed: 3800 cm/s
epsilon: 0.06463
distance / drift speed: 52.632 us
peak time, formula: 49.340 us
peak time, lattice: 49.340 us
peak is early by: 3.292 us
early by, relative: 6.25 %
first-order shift D/v^2: 3.402 us
second-order term: 0.110 us
pulse centre at peak time: 0.1875 cm
log slope at L/v: -0.00950 per us
half maximum, rising: 32.49 us
half maximum, falling: 75.22 us
full width at half maximum: 42.73 us
centroid of signal: 59.43 us
naive mobility: 2026.8 cm2/Vs
corrected mobility: 1900.0 cm2/Vs
NEGLECTED EFFECTS (rough inputs)
lifetime: 1000 us
peak change, recombination: -0.311 us
injection duration: 2.0 us
peak change from mid-injection: 0.0104 us
donor density: 1.0e+15 cm^-3
injected sheet: 2.0e+10 cm^-2
electron mobility: 3900 cm2/Vs
peak hole density at detector: 1.13e+11 cm^-3
delay, injection level: 0.035 us
thermal hole density: 4.0e+11 cm^-3
delay, thermal holes: 0.031 us
peak change for +1 K: 0.368 us
field pulse duration: 200 us
Joule heating in field pulse: 2.9e-04 K
drift / saturation speed: 6.3e-04
Einstein ratio minus one: -2e-07
dielectric relaxation time: 2.3e-06 us
```
